Why a virtual-crystal band structure cannot give an alloy's residual resistivity

**Question**

I am estimating the low-temperature resistivity of a random metallic alloy for narrow interconnect lines. To avoid large disordered cells, I give every site the composition-weighted average of the two atomic potentials. The band structure is clean and metallic, and it moves sensibly with composition.

My transport code then asks for a relaxation time. With 10 fs I get about 10 μΩ cm, which looks reasonable for a concentrated alloy, but with 20 fs I get half of that. Is there a way to extract the residual resistivity from the averaged bands themselves, perhaps with a finer k mesh or a better averaged potential? The average does contain both kinds of atom, after all.

**Answer**

No. The averaged potential is periodic, and in a rigid periodic potential the Bloch states carry current without decay. Your bands fix the product of resistivity and relaxation time, but the relaxation time comes from the part of the potential that the averaging removed. A model small enough to work through completely shows this.

**Splitting the alloy Hamiltonian**

Take a simple cubic lattice with N sites, lattice constant a and site volume Ω = a³. Each site carries one orbital, with hopping −t to its nearest neighbours. A site is B with probability x and A with probability 1−x, independently of the other sites. The site energies differ by D = ε_B − ε_A, and t does not depend on the species. Electrons do not interact, and the temperature is zero until stated otherwise.

The mean site energy is

ε̄ = (1−x)ε_A + xε_B = ε_A + xD.

Subtracting and adding it changes nothing:

H = H_VC + U,  U_i = ε_i − ε̄.

H_VC is the virtual crystal. The deviation U_i equals −xD on an A site and (1−x)D on a B site. Its mean is

(1−x)(−xD) + x(1−x)D = 0,

and its variance, called w below, is

w = (1−x)x²D² + x(1−x)²D² = x(1−x)D²[x + (1−x)] = x(1−x)D².

The virtual crystal keeps ε̄ and sets U to zero. A zero mean does not imply a zero variance.

**What the averaged crystal does**

All sites of H_VC are equal, so its eigenstates are the Bloch waves |k⟩ = N^(−1/2) Σ_i exp(ik·R_i)|i⟩. Measured from ε̄, their energies are

E_k = −2t(cos k_x a + cos k_y a + cos k_z a).

The velocity is diagonal in k:

v_x = (1/ħ)∂E_k/∂k_x = (2ta/ħ) sin k_x a.

It therefore commutes with H_VC, and a current once started persists.

Now apply a weak field F along x. The electron charge is −e, so ħ dk_x/dt = −eF, and the occupation f(E_k) changes at the rate

∂f/∂t = −(dk_x/dt)∂f/∂k_x = eF v_x f′(E_k).

The current density is j = −(2e/NΩ) Σ_k v_x f, where 2 counts spin. Hence

dj/dt = −(2e²F/NΩ) Σ_k v_x² f′(E_k) = (2e²/Ω) n⟨v_x²⟩ F.

At zero temperature −f′ is a delta function at the Fermi energy. Here n is the density of states per site and per spin there, and ⟨ ⟩ on a velocity means the average over that energy surface. To first order in F the current grows without reaching a steady value, so the resistivity is zero.

If some process makes the current relax at the rate 1/τ, a term −j/τ joins the right-hand side. Setting dj/dt = 0 then gives

1/ρ = 2e² n⟨v_x²⟩τ/Ω,  or  ρτ = Ω/(2e² n⟨v_x²⟩).

The bands supply the right-hand side of the second equation. They do not supply τ. A finer k mesh improves n and ⟨v_x²⟩ and leaves that gap untouched.

**What the discarded part does**

The deviation connects different Bloch waves:

U_kk′ = (1/N) Σ_i U_i exp[−i(k−k′)·R_i].

Its configuration average is zero because the average of each U_i is zero. Its squared modulus is a double sum. Independent sites give an average of U_iU_j equal to w for i = j and zero otherwise, so N terms survive:

average of |U_kk′|² = (1/N²)·N·w = w/N.

Scattering probabilities contain this square. Averaging the potential first averages amplitudes that cancel; averaging the scattering rate afterwards does not.

A partial average makes the loss visible. If m independent configurations are averaged site by site, the variance becomes w/m and the weak-scattering rate falls by the same factor. The virtual crystal is the limit m → ∞.

For weak disorder the golden rule gives

1/τ = (2π/ħ) Σ_k′ (w/N) δ(E_k − E_k′) = (2π/ħ) w n,

that is,

ħ/τ = 2πx(1−x)D²n.

The density of states is for one spin because U does not flip spins.

This is the rate at which electrons leave k. A resistivity needs the rate at which current is lost, and scattered electrons could carry some current back. Let g_k be the departure from equilibrium, proportional to v_x on the Fermi surface. The collision term is

−(2πw/ħN) Σ_k′ δ(E_k − E_k′)(g_k − g_k′).

The sum over g_k′ vanishes because v_x is odd in k_x while the energy is even. What remains is −g_k/τ, so τ is also the transport lifetime. Inserting it into the conductivity gives

ρ = πΩx(1−x)D²/(ħe²⟨v_x²⟩).

The density of states has cancelled. At fixed D, Ω and ⟨v_x²⟩ the result follows x(1−x). It vanishes for pure A and pure B, as it should.

I checked the rate by following Bloch waves in random lattices of 32³ sites, with eight runs per case and D = 0.6 eV. The fitted decay rates of the current, times ħ, are uncertain by a few percent with so few runs, and support the formula at that level:

- x = 0.5: 0.0800 eV, against 0.0807 eV from the formula.
- x = 0.2: 0.0501 eV, against 0.0516 eV.
- x = 0.5, potential averaged over four configurations: 0.0201 eV, against 0.0202 eV.

With the fully averaged potential, a single run gave a rate below 10⁻⁹ eV.

**Numbers for a concentrated alloy**

Choose a = 0.25 nm, t = 1 eV, D = 1 eV and x = 0.10. Put the Fermi energy at the centre of the virtual-crystal band, which corresponds to one electron per site there, and hold it at that energy in all comparisons. The deviations are −0.10 eV on A and +0.90 eV on B, so

w = 0.10 × 0.90 × (1 eV)² = 0.090 eV².

The band gives n = 0.1427 per eV, site and spin, and therefore

ħ/τ = 2π × 0.090 × 0.1427 eV = 0.0807 eV,
τ = 0.6582 eV fs / 0.0807 eV = 8.16 fs.

The root-mean-square Fermi speed is 1.007×10⁶ m/s, and multiplying by τ gives a mean free path of 8.2 nm. By cubic symmetry ⟨v_x²⟩ is one third of the squared speed, 3.38×10¹¹ m²/s². The averaged bands then give ρτ = 101.2 μΩ cm fs, and

ρ = 101.2 / 8.16 μΩ cm = 12.4 μΩ cm.

This explains what your code did. With 10 fs it must return 10.1 μΩ cm for these bands, and with 20 fs it must return half of that. Neither number is a prediction of the disorder resistivity.

**Resistance against length**

There is a possible objection: a finite piece of perfect crystal between two leads does have a resistance. That is a contact resistance. With c open channels per spin and no reflection, the conductance per spin is ce²/h, whatever the length. Resistivity is found from the growth of resistance with length.

I computed this for wires with a cross-section of 8 × 8 sites between virtual-crystal leads. The random values are averages over 36 wires, the others over 6, with the phases of the transverse boundary conditions varied. The table gives resistance per spin in units of 10⁻³ h/e².

Length (sites) | random | virtual crystal | ordered
30 | 41.57 | 24.25 | 25.97
50 | 52.33 | 24.25 | 26.06
70 | 63.01 | 24.25 | 26.06
90 | 73.67 | 24.25 | 26.02

The random wire gains (73.67 − 41.57)/60 = 0.535 units per site. Two spins in parallel halve the resistance, the cross-section is 64a², and one site has length a. Thus

ρ = 0.535×10⁻³ × (h/2e²) × 64a = 11.05 μΩ cm,

with h/2e² = 12.9 kΩ. The virtual-crystal slope is zero to the printed precision.

**Why the ordered compound matters**

The last column corrects a tempting shortcut, namely that any deviation from the mean causes resistivity. There the site energies alternate between +0.30 and −0.30 eV from layer to layer across the wire. Their variance is again 0.090 eV², although the composition is now one half. The fitted slope is 0.015 μΩ cm, about 0.1 % of the random one, and the four values show no steady growth.

In an infinite crystal with layers alternating along y, U_i = u(−1)^(y_i/a). This couples k only to k + Q, with Q = π/a along y. Since cos(k_y a + π) = −cos k_y a, the two coupled states form the matrix

[ s − 2t cos k_y a,  u ]
[ u,  s + 2t cos k_y a ],  s = −2t(cos k_x a + cos k_z a),

whose eigenvalues are

E = s ± √(4t² cos² k_y a + u²).

These are new Bloch bands. The deviation has changed the bands, the current they carry and possibly the contact resistance, but a current carried by the new Bloch states does not decay. As long as the ordered crystal stays metallic, residual resistivity requires the non-periodic part of the deviation. A periodic deviation can also remove the states at the Fermi energy. A rock-salt pattern of ±u couples k to k + (π/a)(1,1,1), which gives E = ±√(E_k² + u²) and opens a gap of 2u at the band centre. The wire is then an insulator whose resistance grows exponentially with length.

The same argument applies to a disordered supercell repeated periodically: it is a crystal with a large cell, and its bands alone again give no lifetime. One has to extract scattering rates from it, or compute transport through random regions of increasing length.

**When the scattering is not weak**

The random wire gave 11.05 μΩ cm, not 12.4. A deviation of 0.90 eV on the B sites is large enough for repeated scattering on one site to matter. The coherent potential approximation (CPA) includes it. Give every site of an effective medium the complex energy S, and let

g = (1/N) Σ_k 1/(E_F − S − E_k)

be the medium's Green function on one site. A real atom placed there is a perturbation U − S. Summing repeated visits,

T = (U−S) + (U−S)gT = (U−S)/[1 − (U−S)g].

S is chosen so that the average of T over the two species vanishes. The level width is Γ = −2 Im S.

For small D, expand the condition in powers of D, with μ₃ and μ₄ the averages of U³ and U⁴:

0 = −S + (w + S²)g + (μ₃ − 3Sw)g² + μ₄g³ + …

Putting the leading result S = wg into the correction terms gives

S ≈ wg + μ₃g² + (μ₄ − 2w²)g³.

At the band centre the undisturbed g is −iπn. Its square is real, so μ₃ shifts the energy without changing the width, and g³ = iπ³n³. Therefore

Γ ≈ 2πnw[1 − π²n²(μ₄/w − 2w)].

The first term is the golden rule. For two species μ₄ = w[1 − 3x(1−x)]D², and the bracket becomes

1 − π²n²D²[1 − 5x(1−x)].

With π²n²D² = 0.20 and x = 0.10, this lowers the width by 11 %. The expression is an estimate, because it ignores the change of g caused by S itself. That change is of the same order, D⁴. It adds −w Re g′ to the bracket, where g′ = dg/dE has a real part of about 0.092 eV⁻² at the band centre. This is −1 % at x = 0.10 and −2 % at x = 0.50, so the close match below owes something to cancellation with higher orders. The full solution gives Γ = 0.0718 eV, also 11 % below 0.0807 eV.

The conductivity follows from the Kubo–Greenwood formula,

1/ρ = (2e²ħ/πΩ) (1/N) Σ_k v_x² (Im G_k)²,  G_k = 1/(E_F − S − E_k).

There is no extra in-scattering term in this approximation, because S and T are local and the sum of v_x|G_k|² over k is zero. For small Γ, (Im G_k)² tends to (π/Γ)δ(E_F − E_k), which returns the earlier conductivity with τ = ħ/Γ. The results for D = 1 eV, in μΩ cm, are:

x | weak scattering | CPA
0.05 | 6.5 | 5.6
0.10 | 12.4 | 11.0
0.30 | 28.9 | 28.6
0.50 | 34.4 | 35.5

The CPA column comes from random sampling of k and is uncertain by about 0.05 μΩ cm; the converged value at x = 0.50 is 35.4. The correction changes sign with composition, near x = 0.33 in the full solution. The estimate has the same feature, but its bracket passes through one earlier, at x(1−x) = 1/5, near x = 0.28. Adding the term −w Re g′ moves that crossing to about 0.33. The parabola is thus a weak-scattering result, not a general law.

At x = 0.10 the CPA value of 11.0 μΩ cm agrees with the wire. The wire's slope has a statistical error of about 0.2 μΩ cm, and a wider section of 11 × 11 sites gives about 11.4 ± 0.15 μΩ cm. The agreement therefore holds to a few percent, and the closeness of the last digits should not be given weight.

**Compared with a real alloy**

The resistivity is of the same order as the residual resistivity usually quoted for a copper–nickel solid solution with about ten percent nickel, roughly 10 μΩ cm. The model is not a calculation of that alloy. Copper–nickel is face-centred cubic, and nickel brings d states near the Fermi energy that a single band with a constant D cannot describe. Disorder in the hopping and displacements of the atoms are also missing. I have not sized these differences, so the similar magnitude does not validate the model.

The following estimates use the example's weak-scattering values:

- **Phonons at 300 K.** Take ħ/τ_ph = 2πλk_BT with an assumed coupling λ = 0.15. The width is 0.0244 eV, which adds 3.7 μΩ cm if the two rates simply add. Thermal smearing of the Fermi edge alone changes the conductivity by less than 0.1 %.
- **Surfaces.** In a film of thickness d, an electron leaving a fully diffuse surface at angle θ to the normal lacks its drift over a depth l|cos θ|, where l is the mean free path. For a spherical Fermi surface and two well-separated surfaces, the fractional loss of conductivity is (l/d)⟨|cos θ| sin²θ⟩/⟨sin²θ⟩ = 3l/8d. For d = 20 nm the conductivity falls by about 15 %, so the resistivity rises by about 18 % over bulk (the output lists the first-order value, 15 %). The example's Fermi surface is not a sphere. Averaging over its actual shape, with surfaces normal to a cube axis, raises the figure to about 26 %. A narrow line also has side walls: for a cross-section of 20 nm × 20 nm with fully diffuse walls, the same average gives a rise of about one half. Grain boundaries would add to it.
- **Short-range order.** Suppose neighbouring deviations have the average product αw. The scattering probability is then multiplied by 1 + 2αΣ_j cos(k_j a − k′_j a), with j = x, y, z. At the band centre the three cosines sum to zero, so each averages to zero and the total rate is unchanged. The sine terms return current, and the transport rate is multiplied by 1 − 2α⟨sin² k_x a⟩. An assumed α = −0.05 raises the resistivity by about 6 %.
- **Localization.** With a free-electron k_F, the product k_F l is about 100. In a bulk sample strong localization is expected when it approaches one, so the example is far from that regime. A very long phase-coherent wire is a separate case, which this product does not decide.

For the 20 nm film, room-temperature phonons with the assumed coupling add about 30 % of the residual value, and fully diffuse surfaces add a similar amount. In a line that is equally narrow in both directions, such surfaces matter more than the phonons. The virtual crystal's error is of another kind: it gives zero where the random alloy gives about 11 μΩ cm.

For your calculation, keep the averaged bands as a starting point if the disorder is weak, but compute τ from the deviations. If the deviations are strong, use explicit random samples or the CPA, which in the single-site form used here leaves out short-range order. In either case, average the scattering or the transport result over configurations, not the potential beforehand. The numerical output below lists the values used here.

Computed results

```
lattice constant a = 0.25 nm
hopping t = 1.00 eV; site difference D = 1.00 eV
B fraction x = 0.10
mean site energy above A = 0.100 eV
deviation on A = -0.10 eV, on B = 0.90 eV
variance of site energy = 0.0900 eV^2
n(E_F) = 0.1427 per eV, site, spin; k sampling 0.1425
<(hbar v_x/a)^2> = 2.342 eV^2; k sampling 2.338
rms Fermi speed = 1.007e+06 m/s
weak-scattering hbar/tau = 0.0807 eV
lifetime tau = 8.16 fs
mean free path = 8.21 nm
VCA-band rho*tau = 101.2 microohm cm fs
weak-scattering resistivity = 12.40 microohm cm
CPA hbar/tau = 0.0718 eV
CPA resistivity = 11.00 microohm cm
Current decay, hbar*rate in eV: simulated, formula (D = 0.6 eV)
  x=0.5: 0.0800, 0.0807
  x=0.2: 0.0501, 0.0516
  x=0.5, potential averaged over 4 configurations: 0.0201, 0.0202
  virtual crystal below 1e-9 eV: True
Wire 8 x 8 sites: resistance per spin, 1e-3 h/e^2
  length (sites), random, virtual crystal, ordered compound
  30: 41.57, 24.25, 25.97
  50: 52.33, 24.25, 26.06
  70: 63.01, 24.25, 26.06
  90: 73.67, 24.25, 26.02
ordered-wire site energies = +/-0.30 eV
random-wire slope resistivity = 11.05 microohm cm
virtual-crystal slope = 0.000 microohm cm
ordered-wire slope = 0.015 microohm cm
x: weak-scattering, CPA resistivity in microohm cm (D = 1 eV)
  0.05: 6.54, 5.62
  0.10: 12.40, 11.00
  0.30: 28.93, 28.64
  0.50: 34.44, 35.50
repeated scattering: CPA/weak - 1 = -11.3 %
thermal smearing at 300 K: conductivity change = -0.03 %
phonon hbar/tau at 300 K, coupling 0.15 = 0.0244 eV
phonon resistivity = 3.74 microohm cm
short-range order -0.05: resistivity change = 5.8 %
diffuse surfaces, 20 nm film: resistivity change = 15 %
k_F times mean free path (free-electron k_F) = 102
```
